\section*{Counting zero-energy states in a randomly diluted chain}

\section*{Question}

I am stuck on an exercise about disorder spectra. A one-dimensional lattice has its sites occupied at random, each with probability $p$ and independently of the others. An occupied site carries one orbital of energy zero. Electrons hop only between occupied nearest neighbours. I am asked to sum over the isolated segments and find the number of states at exactly $E=0$ per site of the original lattice.

I have three attempts, and they disagree.

First, a segment begins wherever a vacant site is followed by an occupied one, so there are $p(1-p)$ segments per site. If each segment had one zero-energy state, that would be the answer, but a segment of two sites has levels $\pm t$ and no zero.

Second, the lattice is bipartite, so I expected the number of zero states to be the difference between the numbers of occupied even and odd sites. For a long random chain of $N$ sites this difference grows only like $\sqrt N$, which gives nothing per site.

Third, I put the whole $N\times N$ matrix on a computer, with zero rows for the vacant sites. For $p=0.8$ I find about $0.29$ zero eigenvalues per site, more than the number of segments.

Which count is right, and would these states survive in anything less ideal?

\section*{Answer}

None of the three is the required count, but each can be repaired. I use atomic units in the algebra, and eV and angstrom for the numbers. States are counted as orbitals, without the factor 2 for spin. Vacant sites are removed from the problem, so they carry no state. The hopping matrix element is $-t$ with $t>0$, and I write $q=1-p$, with $0<p<1$.

\subsection*{How many segments of each length?}

No hopping crosses a vacancy, so the Hamiltonian splits into independent blocks, one for each unbroken run of occupied sites. A run of $n$ sites starts at a given site if the site before it is vacant, the next $n$ sites are occupied, and the one after them is vacant. Since the occupations are independent, the density of such runs per original site is
\begin{equation}
w_n=q\,p^n\,q=p^n(1-p)^2 .
\end{equation}
Both factors $q$ are needed: without the second, the run could be longer than $n$. As a check, the runs must contain all occupied sites:
\begin{equation}
\sum_{n=1}^{\infty}n\,w_n=q^2\,\frac{p}{(1-p)^2}=p .
\end{equation}

\subsection*{Which segments have a zero-energy state?}

Let $c_j$ be the amplitude on site $j=1,\dots,n$ of a run, and set $c_0=c_{n+1}=0$ to express that the run ends there. At $E=0$ the Schr\"odinger equation reads
\begin{equation}
-t\,(c_{j-1}+c_{j+1})=0
\quad\Longrightarrow\quad
c_{j+1}=-c_{j-1},\qquad j=1,\dots,n .
\end{equation}
Starting from $c_0=0$, this makes every even-numbered amplitude vanish. The odd-numbered ones alternate in sign:
\begin{equation}
c_{2r}=0,\qquad c_{2r+1}=(-1)^r c_1 .
\end{equation}
What remains is the condition $c_{n+1}=0$ at the far end. If $n$ is odd, $n+1$ is even and the condition holds for any $c_1$, so there is one zero state. If $n$ is even, $n+1$ is odd and the condition forces $c_1=0$, so there is none. A single site, $n=1$, is included: its orbital is itself the zero state.

The hoppings need not be equal. If the hopping between sites $j$ and $j+1$ is $-t_j$, the recursion becomes $c_{j+1}=-(t_{j-1}/t_j)\,c_{j-1}$. Nonzero ratios change the size of the amplitudes but not which of them vanish. The argument therefore uses equal site energies and hopping between nearest neighbours only, but it does not need uniform bonds.

The full spectrum for equal hoppings confirms this. Inserting $c_j=\sin j\theta$ gives
\begin{equation}
-t\left[\sin(j-1)\theta+\sin(j+1)\theta\right]=-2t\cos\theta\,\sin j\theta ,
\end{equation}
and $c_{n+1}=0$ requires $\theta=k\pi/(n+1)$. Hence
\begin{equation}
E_k=-2t\cos\frac{k\pi}{n+1},\qquad k=1,\dots,n .
\end{equation}
This is zero only if $k=(n+1)/2$, which is an integer only for odd $n$.

\subsection*{The sum}

Each odd run contributes one state and each even run contributes none. The density of zero states per original site is therefore
\begin{align}
\nu_0&=\sum_{n\ \mathrm{odd}}p^n(1-p)^2
=(1-p)^2\,p\,(1+p^2+p^4+\cdots)\\
&=\frac{(1-p)^2\,p}{1-p^2}
=\frac{(1-p)^2\,p}{(1-p)(1+p)}
=\frac{p(1-p)}{1+p} .
\label{eq:nu}
\end{align}
The geometric series has ratio $p^2<1$, so it converges. Dividing by $p$ gives $(1-p)/(1+p)$ zero states per occupied site.

Your three attempts now fall into place.

\begin{itemize}
\item The density of runs is indeed $p(1-p)$. The fraction of runs with odd length is $1/(1+p)$, which is the factor you were missing. It exceeds one half because $w_n$ falls with $n$: in each pair of lengths $(1,2)$, $(3,4)$, and so on, the odd one is more frequent.
\item The sublattice difference must be taken run by run. An odd run has one extra site on one sublattice, and the sign of the excess varies from run to run. The signs largely cancel in the difference for the whole chain, but the zero states do not cancel. The global difference gives only a lower bound on their number.
\item Your matrix also has one zero eigenvalue for each vacant site. It therefore gives $(1-p)+\nu_0$, which is $0.2+0.089=0.289$ at $p=0.8$. Delete the vacant rows and columns, or subtract their number.
\end{itemize}

\subsection*{Limits and maximum}

For few occupied sites, $\nu_0\to p$: nearly every occupied site is alone. For few vacancies, $\nu_0\to(1-p)/2$: there is about one run per vacancy, the runs are long, and odd and even lengths are almost equally likely. The density vanishes at both ends, so it has a maximum between them. Differentiating,
\begin{equation}
\frac{d\nu_0}{dp}
=\frac{(1-2p)(1+p)-p(1-p)}{(1+p)^2}
=\frac{1-2p-p^2}{(1+p)^2} .
\end{equation}
The positive root of the numerator is $p=\sqrt2-1\approx0.414$. There $1-p=\sqrt2(\sqrt2-1)$ and $1+p=\sqrt2$, so
\begin{equation}
\nu_0^{\max}=(\sqrt2-1)^2=3-2\sqrt2\approx0.172 .
\end{equation}

\subsection*{A numerical case}

Take $p=0.8$, $t=1$ eV and a site spacing of 3 angstrom. These are round model values. The shortest odd runs contribute
\begin{align}
w_1&=0.8\times0.2^2=0.0320, & w_3&=0.8^3\times0.2^2=0.0205,\\
w_5&=0.8^5\times0.2^2=0.0131, & w_7&=0.8^7\times0.2^2=0.0084 .
\end{align}
Together they give $0.0740$ per site. The full sum is
\begin{equation}
\nu_0=\frac{0.8\times0.2}{1.8}=0.0889 ,
\end{equation}
so runs of nine or more sites supply about a sixth of the total. One occupied site in nine corresponds to a zero state. Per length the density is $0.0889/3=0.0296$ per angstrom, or $0.0157$ per bohr.

Direct diagonalization of 20 random open chains of 10\,000 sites each gave $0.0889$ zero states per site, with a standard error of $0.0007$. A second test does not rely on sampling. All occupations of open chains of 10 and of 11 sites were diagonalized, and the mean number of zero states was written as a polynomial in $p$ for each length. The difference of the two polynomials is the gain from one added site. It agrees with the power series of \eqref{eq:nu} in every coefficient through $p^{10}$. The numerical output below lists the values used here.

\subsection*{What surrounds the peak, and where the band tail is}

The level nearest to zero, apart from the zero state itself, follows from $E_k$ by taking the closest allowed $k$:
\begin{equation}
|E|_{\mathrm{near}}=
\begin{cases}
2t\sin\dfrac{\pi}{n+1}, & n\ \mathrm{odd},\ n\ge3,\\[2mm]
2t\sin\dfrac{\pi}{2(n+1)}, & n\ \mathrm{even}.
\end{cases}
\end{equation}
For $n=2,3,4,5$ this gives $1.00$, $1.41$, $0.62$ and $1.00$ eV. A nonzero level close to $E=0$ needs a long run, and long runs are exponentially rare. At $p=0.8$ the spectrum thus has a sharp peak at zero with few states beside it, though no strict gap, because runs of any length occur in an infinite chain. When vacancies are rare this picture changes: most runs are then long, their levels fill in the region around zero, and the peak itself shrinks as $(1-p)/2$.

This peak lies at the centre of the band and is not a band tail. The tail of this model is at the edges, $E=\pm2t$. The lowest level of a run lies above the lower edge by
\begin{equation}
2t\left(1-\cos\frac{\pi}{n+1}\right)\approx\frac{\pi^2t}{(n+1)^2}
\end{equation}
for long runs. To be within a small energy $\delta$ of the edge, a run needs at least $L\approx\pi\sqrt{t/\delta}-1$ sites. The density of such runs is $\sum_{n\ge L}p^nq^2=q\,p^L$. To leading order for small $\delta$, the number of states $N(\delta)$ in the tail therefore obeys
\begin{equation}
\ln N(\delta)\approx-\pi\,|\ln p|\,\sqrt{t/\delta} .
\end{equation}
Higher levels, $k\ge2$, need runs about $k$ times as long and do not change this leading term. The formula fixes only the exponent: it drops a prefactor of order $q/p$ contained in $q\,p^L$, about $0.25$ at $p=0.8$, so $N(\delta)$ itself is several times smaller than the bare exponential. At $p=0.8$ the same run densities thus produce a large peak at the centre and, at the edge, a tail that vanishes faster than any power of $\delta$ as $\delta\to0$.

\subsection*{Does the peak survive?}

The exact degeneracy is fragile, but a narrow peak can remain. It helps to know the shape of the zero state. For equal hoppings, the zero state of an odd run occupies $m=(n+1)/2$ sites with equal weight, so normalization gives $|c_j|^2=1/m$ on those sites. The average of $1/m$ over all zero states is
\begin{align}
A=\left\langle\frac1m\right\rangle
&=\frac{1}{\nu_0}\sum_{m=1}^{\infty}\frac{p^{2m-1}q^2}{m}
=\frac{1+p}{pq}\,\frac{q^2}{p}\left[-\ln(1-p^2)\right]\\
&=-\frac{(1-p^2)\ln(1-p^2)}{p^2} ,
\end{align}
where I used $\sum_m x^m/m=-\ln(1-x)$ with $x=p^2$. At $p=0.8$, $A=0.575$.

\textit{Unequal site energies.} Let the site energies be independent, with mean zero and standard deviation $\sigma$. To first order a zero state shifts by $\sum_j|c_j|^2\varepsilon_j$, an average of $m$ independent energies. Its variance is $m\sigma^2/m^2=\sigma^2/m$. Averaging over the runs gives an rms peak width $\sigma\sqrt A$. For $\sigma=0.05$ eV this is $0.05\times\sqrt{0.575}=0.038$ eV. Diagonalizing sampled odd runs of up to 31 sites gave $0.039$ eV, which agrees within the sampling noise. The peak is then somewhat wider than the thermal energy at 300 K, $0.026$ eV.

\textit{Second-neighbour hopping.} Add a matrix element $-t_2$ between occupied sites two spacings apart, including those on either side of a single vacancy. Each row of this perturbation has at most two entries of size $|t_2|$, so its eigenvalues lie between $-2|t_2|$ and $2|t_2|$. It changes the energy expectation value of any normalized state by no more than $2|t_2|$. By the min--max principle, no level in the ordered spectrum can move further than that.

For $t_2=0.02$ eV the bound is $0.04$ eV. In random chains with 8000 sites in all, there were 698 zero states without $t_2$. With it, 26 levels remained within $10^{-8}$ eV of zero, which is what the output calls exact zero states. Some of these are truly at zero, such as a lone site with two vacancies on each side; others may merely be very close. Within $0.04$ eV of zero there were 699 levels: the original number plus one that moved in from outside. The degeneracy is mostly lost, while the weight of the peak is kept. The peak is, however, no longer centred on zero. Since $c_jc_{j+2}=-1/m$ for each of the $m-1$ pairs of second neighbours, a zero state shifts to first order by $2t_2(1-1/m)$. Couplings across a vacancy link zero states of different runs and do not change the mean at this order, so the centre moves to $2t_2(1-A)\approx0.017$ eV.

\textit{Repulsion between electrons.} Suppose two electrons on the same site repel with energy $U$. Two electrons of opposite spin in one zero state then cost, to first order,
\begin{equation}
U\sum_j|c_j|^4=U\,m\,\frac1{m^2}=\frac Um .
\end{equation}
The average is $UA$, or $0.57$ eV for $U=1$ eV. This is much larger than the other two energies. The one-electron count $\nu_0$ remains correct as a count of orbitals, but the energy to add an electron to a singly occupied zero state is no longer close to zero. The estimate leaves out the electrons in the other levels of the run. With the lower levels filled, their direct repulsion is also of first order in $U$, but it raises the energies for adding the first and the second electron to the zero state equally, so $U/m$ remains the difference between the two. Their response enters at higher order.

\subsection*{Comparison with a real amorphous oxide}

In amorphous oxide semiconductors such as indium gallium zinc oxide, the conduction band comes largely from overlapping metal $s$ orbitals. The distance between neighbouring metal atoms is roughly 3 angstrom, and a hopping of the order of 1 eV is a reasonable rough scale. The values of $p$, $\sigma$, $U$ and $t_2$ above are choices, not material data; for such extended orbitals $t_2$ could well be larger, and the bound $2|t_2|$ grows with it. One assumption that fails outright is the single chain. In a three-dimensional network an electron can go around a missing site, so one vacancy does not cut the system into pieces, and the sum over runs no longer applies. A disordered network can also contain triangles of neighbouring atoms. It then no longer divides into two sublattices, and the sublattice argument for states at exactly $E=0$ fails. Some exact zeros can still arise locally, on a lone site or on two unlinked sites that share the same neighbours, but these become rare as the network fills up. The chain cannot tell how far these differences move the number, so $0.089$ should not be used as an estimate of the defect states in such a film.

\section*{Values computed for the example and the checks}
\begin{verbatim}
occupation probability p: 0.80 (no unit)
hopping t: 1.00 eV
site spacing: 3.00 angstrom
zero states from runs n=1: 0.03200 per site
zero states from runs n=3: 0.02048 per site
zero states from runs n=5: 0.01311 per site
zero states from runs n=7: 0.00839 per site
sum of these four terms: 0.07398 per site
zero states, full sum: 0.08889 per site
zero states, full sum: 0.11111 per occupied site
random chains, diagonalized: 0.08885 per site
standard error of that mean: 0.00073 per site
sites in the random chains: 200000 (count)
zero states per length: 0.02963 per angstrom
same in atomic units: 0.01568 per bohr
p at the maximum: 0.41421 (no unit)
zero states at the maximum: 0.17157 per site
nearest nonzero |E|, n=2: 1.0000 eV
nearest nonzero |E|, n=3: 1.4142 eV
nearest nonzero |E|, n=4: 0.6180 eV
nearest nonzero |E|, n=5: 1.0000 eV
mean of 1/m over zero states: 0.5747 (no unit)
site-energy spread sigma: 0.050 eV
rms peak width, first order: 0.0379 eV
rms peak width, diagonalized: 0.0386 eV
site repulsion U: 1.00 eV
mean pair repulsion, first order: 0.5747 eV
second-neighbour hopping t2: 0.020 eV
largest possible shift 2*t2: 0.040 eV
sites in the t2 test: 8000 (count)
zero states without t2: 698 (count)
exact zero states with t2: 26 (count)
states within 2*t2 of zero, with t2: 699 (count)
temperature: 300 K
thermal energy: 0.0259 eV
\end{verbatim}
